# Elastic relaxation energy of a small-slope ridge on a strained film: verification in Python

```python
"""Elastic relaxation of a small-slope ridge on a strained film.

Result under test, energy per unit ridge length at fixed film volume:
    dU = -C * L * sum_q |q| |h_q|^2,   C = (1 - nu^2) * sigma0^2 / E
h(x) = sum_q h_q exp(i q x): surface height with period L, both signs of q
E, nu: Young modulus and Poisson ratio, equal in film and substrate
sigma0 = E*eps0/(1-nu): stress of the flat film, eps0 its in-plane strain
Units inside the program: GPa and nm; GPa*nm = J/m^2, GPa*nm^2 = nJ/m.
The independent road is a finite-element minimization of the elastic energy
of a misfitting film whose real, curved surface is meshed.
"""
import numpy as np
import sympy as sp
from scipy.constants import e as electron_charge
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve


def prefactor(young, nu, strain):
    stress = young * strain / (1 - nu)
    return (1 - nu**2) * stress**2 / young


def fourier_sum(height, period, samples=4096):
    """L * sum_q |q| |h_q|^2 from sampled heights."""
    x = -period / 2 + period * np.arange(samples) / samples
    hq = np.fft.fft(height(x)) / samples
    q = 2 * np.pi * np.fft.fftfreq(samples, period / samples)
    return period * np.sum(np.abs(q) * np.abs(hq)**2)


def quadratic_shape(t):
    values = np.array([t * (t - 1) / 2, 1 - t * t, t * (t + 1) / 2])
    slopes = np.array([t - 0.5, -2 * t, t + 0.5])
    return values, slopes


def fem_relaxation(height, period, layer, young, nu, strain, nx=64):
    """Minimum elastic energy minus flat-film energy of equal film area."""
    lam = young * nu / ((1 + nu) * (1 - 2 * nu))
    mu = young / (2 * (1 + nu))
    # strain order: xx, yy, zz, engineering shear xz
    stiff = np.zeros((4, 4))
    stiff[:3, :3] = lam + 2 * mu * np.eye(3)
    stiff[3, 3] = mu
    nsub = 20
    nfilm = 2 + int(layer / (0.02 * period))
    s = np.linspace(0, 1, nsub + 1)
    edges = -period * np.expm1(3 * (1 - s)) / np.expm1(3)
    zsub = np.empty(2 * nsub + 1)
    zsub[::2] = edges
    zsub[1::2] = (edges[1:] + edges[:-1]) / 2
    x = -period / 2 + period * np.arange(2 * nx + 1) / (2 * nx)
    frac = np.linspace(0, 1, 2 * nfilm + 1)[1:]
    top = layer + height(x)
    assert top.min() > 0
    z = np.vstack([np.tile(zsub[:, None], (1, x.size)),
                   frac[:, None] * top[None, :]])
    xx = np.tile(x, (z.shape[0], 1))
    row, col = np.meshgrid(np.arange(nsub + nfilm), np.arange(nx),
                           indexing="ij")
    row, col = row.ravel(), col.ravel()
    b, a = np.divmod(np.arange(9), 3)
    jr, ic = 2 * row[:, None] + b, 2 * col[:, None] + a
    xe, ze = xx[jr, ic], z[jr, ic]
    node = jr * (2 * nx) + ic % (2 * nx)
    dof = np.concatenate([2 * node, 2 * node + 1], axis=1)
    film = (row >= nsub).astype(float)
    misfit = strain * film
    unit = np.array([1.0, 1.0, 1.0, 0.0])
    unit_stress = stiff @ unit
    ne = row.size
    ke, fe = np.zeros((ne, 18, 18)), np.zeros((ne, 18))
    constant, film_area = 0.0, 0.0
    points, weights = np.polynomial.legendre.leggauss(3)
    for p, wp in zip(points, weights):
        na, da = quadratic_shape(p)
        for r, wr in zip(points, weights):
            nb, db = quadratic_shape(r)
            d1, d2 = da[a] * nb[b], na[a] * db[b]
            x1, x2, z1, z2 = xe @ d1, xe @ d2, ze @ d1, ze @ d2
            det = x1 * z2 - x2 * z1
            dx = (z2[:, None] * d1 - z1[:, None] * d2) / det[:, None]
            dz = (x1[:, None] * d2 - x2[:, None] * d1) / det[:, None]
            bm = np.zeros((ne, 4, 18))
            bm[:, 0, :9] = dx
            bm[:, 2, 9:] = dz
            bm[:, 3, :9] = dz
            bm[:, 3, 9:] = dx
            w = wp * wr * det
            ke += w[:, None, None] * (bm.transpose(0, 2, 1) @ (stiff @ bm))
            fe += (w * misfit)[:, None] * np.einsum("eik,i->ek", bm,
                                                    unit_stress)
            constant += 0.5 * np.sum(w * misfit**2) * (unit @ unit_stress)
            film_area += np.sum(w * film)
    size = 2 * z.shape[0] * 2 * nx
    rows = np.repeat(dof, 18, axis=1).ravel()
    cols = np.tile(dof, (1, 18)).ravel()
    matrix = coo_matrix((ke.ravel(), (rows, cols)), shape=(size, size)).tocsc()
    force = np.bincount(dof.ravel(), weights=fe.ravel(), minlength=size)
    fixed = 2 * 2 * nx  # the lowest row of nodes is clamped
    u = spsolve(matrix[fixed:, fixed:], -force[fixed:],
                permc_spec="MMD_AT_PLUS_A")
    energy = constant + 0.5 * force[fixed:] @ u
    return energy - young * strain**2 / (1 - nu) * film_area


# --- Half-space field: Hooke's law, equilibrium and surface tractions
X, Z = sp.symbols("x z", real=True)
K, Y, T = sp.symbols("k E tau", positive=True)
N = sp.symbols("nu", real=True)
wave = sp.exp(K * Z + sp.I * K * X)
ux = (1 + N) * T / (Y * K) * (2 * (1 - N) + K * Z) * wave
uz = -sp.I * (1 + N) * T / (Y * K) * (K * Z - 1 + 2 * N) * wave
lame = Y * N / ((1 + N) * (1 - 2 * N))
shear = Y / (2 * (1 + N))
div = sp.diff(ux, X) + sp.diff(uz, Z)
sxx = lame * div + 2 * shear * sp.diff(ux, X)
szz = lame * div + 2 * shear * sp.diff(uz, Z)
sxz = shear * (sp.diff(ux, Z) + sp.diff(uz, X))
surface_wave = sp.exp(sp.I * K * X)
for expression in (sp.diff(sxx, X) + sp.diff(sxz, Z),
                   sp.diff(sxz, X) + sp.diff(szz, Z),
                   szz.subs(Z, 0),
                   sxz.subs(Z, 0) - T * surface_wave,
                   sxx.subs(Z, 0) - 2 * sp.I * T * surface_wave):
    assert sp.simplify(expression / surface_wave) == 0

# --- Cosine surfaces: prefactor, wavelength and Poisson-ratio dependence
cosine_ratios = []
for period, nu_test in ((100.0, 0.25), (50.0, 0.25), (100.0, 0.40)):
    amp, k = 0.005 * period, 2 * np.pi / period
    numeric = fem_relaxation(lambda x: amp * np.cos(k * x), period,
                             0.05 * period, 100.0, nu_test, -0.02, nx=24)
    formula = -prefactor(100.0, nu_test, -0.02) * k * amp**2 / 2 * period
    cosine_ratios.append(numeric / formula)
    assert abs(cosine_ratios[-1] - 1) < 0.01  # slope-squared correction

# --- Two harmonics add; averaging h and -h removes odd orders in h
period, k = 100.0, 2 * np.pi / 100.0


def two_waves(x):
    return 0.4 * np.cos(k * x) + 0.2 * np.cos(2 * k * x)


pair = 0.5 * sum(fem_relaxation(lambda x, s=s: s * two_waves(x), period, 5.0,
                                100.0, 0.25, -0.02, nx=32) for s in (1, -1))
pair_formula = -prefactor(100.0, 0.25, -0.02) * period * (
    k * 0.4**2 / 2 + 2 * k * 0.2**2 / 2)
pair_ratio = pair / pair_formula
assert abs(pair_ratio - 1) < 0.01

# --- Worked example: Gaussian ridge, round model parameters
young, nu, strain, gamma = 100.0, 0.25, -0.02, 1.0
ridge_height, width, layer, array_period = 2.0, 20.0, 1.0, 200.0
stress = young * strain / (1 - nu)
c_el = prefactor(young, nu, strain)
to_ev = 1e-18 / electron_charge  # GPa nm^2 to eV/nm


def gaussian(h0, w):
    return lambda x: h0 * np.exp(-x**2 / (2 * w**2))


# isolated ridge: wide-period Fourier sums approach H^2 for any width
for w in (10.0, 20.0, 35.0):
    isolated = fourier_sum(gaussian(ridge_height, w), 100 * w)
    assert abs(isolated / ridge_height**2 - 1) < 2e-3  # distant images

# array of ridges: finite elements against the Fourier sum
array_sum = fourier_sum(gaussian(ridge_height, width), array_period)
heights = (2.0, 1.0, 0.5)
ratios = []
for h0 in heights:
    shape = gaussian(h0, width)
    numeric = fem_relaxation(shape, array_period, layer, young, nu, strain)
    ratios.append(numeric / (-c_el * fourier_sum(shape, array_period)))
limit_ratio = (ratios[0] - 6 * ratios[1] + 8 * ratios[2]) / 3
assert abs(limit_ratio - 1) < 3e-3  # mesh error and cubic remainder
assert abs(ratios[1] - 1) < 0.7 * abs(ratios[0] - 1) + 5e-4

# the depth of the interface has no effect
shape = gaussian(1.0, width)
thick = fem_relaxation(shape, array_period, 20.0, young, nu, strain)
thick_ratio = thick / (-c_el * fourier_sum(shape, array_period))
assert abs(thick_ratio / ratios[1] - 1) < 2e-3


# --- Competition with isotropic surface energy
def extra_length(h0, w):
    def integrand(x):
        slope = -x / w**2 * h0 * np.exp(-x**2 / (2 * w**2))
        return slope**2 / (np.sqrt(1 + slope**2) + 1)
    return 2 * quad(integrand, 0, 10 * w, epsabs=1e-13)[0]


surface_cost = gamma * ridge_height**2 * np.sqrt(np.pi) / (4 * width)
surface_exact = gamma * extra_length(ridge_height, width)
assert abs(surface_exact / surface_cost - 1) < 0.01
crossing = gamma * np.sqrt(np.pi) / (4 * c_el)


def net_energy(w, h0=0.2):
    return (gamma * extra_length(h0, w)
            - c_el * fourier_sum(gaussian(h0, w), 100 * w))


root = brentq(net_energy, 2.0, 30.0)
assert abs(root / crossing - 1) < 0.01
assert net_energy(2 * crossing) < 0 < net_energy(crossing / 2)

relaxation = -c_el * ridge_height**2
ridge_area = quad(gaussian(ridge_height, width), -10 * width, 10 * width)[0]
flat_density = young * strain**2 / (1 - nu)
stored = flat_density * ridge_area
fraction = -relaxation / stored
assert abs(fraction / ((1 + nu) * ridge_height
                       / (width * np.sqrt(2 * np.pi))) - 1) < 1e-6

print(f"Young modulus E: {young:.0f} GPa")
print(f"Poisson ratio nu: {nu:.2f} (no unit)")
print(f"flat-film elastic strain eps0: {strain:.3f} (no unit)")
print(f"surface energy gamma: {gamma:.1f} J/m^2")
print(f"ridge height H: {ridge_height:.1f} nm")
print(f"Gaussian width w: {width:.1f} nm")
print(f"wetting layer in finite elements: {layer:.1f} nm")
print(f"largest ridge slope: {ridge_height / width * np.exp(-0.5):.4f} (no unit)")
print(f"flat-film stress sigma0: {stress:.4f} GPa")
print(f"flat-film energy density w0: {flat_density:.5f} GPa")
print(f"relaxation prefactor C: {c_el:.5f} GPa")
print(f"ridge cross-section: {ridge_area:.2f} nm^2")
print(f"energy stored in unrelaxed ridge: {stored * to_ev:.3f} eV/nm")
print(f"relaxation energy, isolated ridge: {relaxation * to_ev:.4f} eV/nm")
print(f"relaxation energy, isolated ridge: {relaxation:.4f} nJ/m")
print(f"released fraction of ridge energy: {fraction:.4f} (no unit)")
print(f"surface cost, small slope: {surface_cost * to_ev:.4f} eV/nm")
print(f"surface cost, full arc length: {surface_exact * to_ev:.4f} eV/nm")
print(f"net energy: {(relaxation + surface_cost) * to_ev:.4f} eV/nm")
print(f"crossing width w*, formula: {crossing:.3f} nm")
print(f"crossing width w*, root at H = 0.2 nm: {root:.3f} nm")
print(f"array period: {array_period:.0f} nm")
print(f"array Fourier sum / H^2: {array_sum / ridge_height**2:.4f} (no unit)")
print(f"array relaxation per ridge: {-c_el * array_sum * to_ev:.4f} eV/nm")
for h0, ratio in zip(heights, ratios):
    print(f"finite elements / formula, H = {h0:.1f} nm: {ratio:.4f} (no unit)")
print(f"same ratio extrapolated to H = 0: {limit_ratio:.4f} (no unit)")
print(f"same ratio, H = 1 nm, 20 nm layer: {thick_ratio:.4f} (no unit)")
print(f"cosine, period 100 nm, nu 0.25, ratio: {cosine_ratios[0]:.4f} (no unit)")
print(f"cosine, period 50 nm, nu 0.25, ratio: {cosine_ratios[1]:.4f} (no unit)")
print(f"cosine, period 100 nm, nu 0.40, ratio: {cosine_ratios[2]:.4f} (no unit)")
print(f"two harmonics, ratio: {pair_ratio:.4f} (no unit)")
print("success")
```

Running it gives:

```
Young modulus E: 100 GPa
Poisson ratio nu: 0.25 (no unit)
flat-film elastic strain eps0: -0.020 (no unit)
surface energy gamma: 1.0 J/m^2
ridge height H: 2.0 nm
Gaussian width w: 20.0 nm
wetting layer in finite elements: 1.0 nm
largest ridge slope: 0.0607 (no unit)
flat-film stress sigma0: -2.6667 GPa
flat-film energy density w0: 0.05333 GPa
relaxation prefactor C: 0.06667 GPa
ridge cross-section: 100.27 nm^2
energy stored in unrelaxed ridge: 33.376 eV/nm
relaxation energy, isolated ridge: -1.6644 eV/nm
relaxation energy, isolated ridge: -0.2667 nJ/m
released fraction of ridge energy: 0.0499 (no unit)
surface cost, small slope: 0.5531 eV/nm
surface cost, full arc length: 0.5528 eV/nm
net energy: -1.1113 eV/nm
crossing width w*, formula: 6.647 nm
crossing width w*, root at H = 0.2 nm: 6.651 nm
array period: 200 nm
array Fourier sum / H^2: 0.9313 (no unit)
array relaxation per ridge: -1.5501 eV/nm
finite elements / formula, H = 2.0 nm: 0.9650 (no unit)
finite elements / formula, H = 1.0 nm: 0.9826 (no unit)
finite elements / formula, H = 0.5 nm: 0.9913 (no unit)
same ratio extrapolated to H = 0: 0.9999 (no unit)
same ratio, H = 1 nm, 20 nm layer: 0.9827 (no unit)
cosine, period 100 nm, nu 0.25, ratio: 0.9991 (no unit)
cosine, period 50 nm, nu 0.25, ratio: 0.9991 (no unit)
cosine, period 100 nm, nu 0.40, ratio: 0.9990 (no unit)
two harmonics, ratio: 0.9990 (no unit)
success
```
